# Comment on putting the reduced mass in the Sommerfeld formula

**The argument under review**

The manuscript wants the energy levels of one electron (mass $m$) bound to a point nucleus (mass $M$, charge $Ze$) that is free to move. For a clamped nucleus the Dirac energy, rest energy included, is $mf$, with

$$f=\Big[1+\Big(\frac{a}{n-k+\sqrt{k^2-a^2}}\Big)^2\Big]^{-1/2},\qquad a=Z\alpha,\quad k=j+\tfrac12 .$$

I use $\hbar=c=1$ and $e^2/4\pi=\alpha$. The manuscript recalls that nuclear motion in the Schrödinger problem is absorbed by $\mu=mM/(m+M)$, and concludes that the level energy, rest energies removed, is $\mu(f-1)$. The question is whether this is right at order $a^4$, the order for which the Sommerfeld formula is used here.

To find what is being claimed, expand the root as $k-a^2/2k$. The squared fraction becomes $x=a^2/n^2+a^4/(n^3k)$, and $(1+x)^{-1/2}=1-x/2+3x^2/8$ gives

$$\mu(f-1)=-\frac{\mu a^2}{2n^2}+\mu a^4\Big[\frac{3}{8n^4}-\frac{1}{2n^3k}\Big]+\dots \tag{1}$$

The first term is correct. The second was derived for a nucleus at rest, and the substitution $m\to\mu$ in it needs a proof that the manuscript does not give.

**What the two-body problem contains**

In the centre-of-mass frame the electron has momentum $\mathbf p$ and the nucleus $-\mathbf p$; $\mathbf r$ points from nucleus to electron. The leading Hamiltonian is $p^2/2\mu+V$, with $V=-a/r$. Four corrections contribute at order $a^4$.

*Kinetic energy.* Expanding $\sqrt{m^2+p^2}+\sqrt{M^2+p^2}$ gives $-\frac{p^4}{8}\big(\frac1{m^3}+\frac1{M^3}\big)$. The manuscript's substitution requires $-p^4/8\mu^3$, which is different.

*Magnetic interaction.* The nucleus moves with velocity $\mathbf v=-\mathbf p/M$ and is a current. Without retardation, the Coulomb-gauge equation is $-\nabla^2A_i=j_i+v_j\partial_i\partial_j\Phi$, where $\Phi=Ze/4\pi r$. Since $\nabla^2r=2/r$, its solution is

$$A_i=\frac{Ze}{4\pi}\Big[\frac{\delta_{ij}}r-\frac12\partial_i\partial_jr\Big]v_j=\frac{Ze}{4\pi}\,\frac{\delta_{ij}+\hat r_i\hat r_j}{2r}\,v_j .$$

The divergence of the tensor is $\partial_j(1/r)-\frac12\partial_j(2/r)=0$, so the order of $\mathbf p$ and the tensor does not matter. The electron has charge $-e$, and the cross term of $(\mathbf p+e\mathbf A)^2/2m$ is

$$-\frac{a}{2mM}W,\qquad W=p_i\frac{\delta_{ij}+\hat r_i\hat r_j}{r}p_j .$$

*Contact and spin-orbit terms of the electron.* Eliminate the lower Dirac component, with $\varepsilon$ the energy less $m$:

$$\Big[\frac{p^2}{2m}+V-\varepsilon-\frac{\sigma\!\cdot\! p\,(\varepsilon-V)\,\sigma\!\cdot\! p}{4m^2}\Big]\varphi=0 .$$

The norm of both components together is that of $(1+p^2/8m^2)\varphi$. Rewriting the equation for this function means multiplying the bracket by $(1-p^2/8m^2)$ on both sides. The terms in $\varepsilon p^2$ cancel. What remains, besides $-p^4/8m^3$, is

$$-\frac{1}{8m^2}\big[\sigma\!\cdot\! p,[\sigma\!\cdot\! p,V]\big]=\frac{\nabla^2V}{8m^2}+\frac{\sigma\cdot(\nabla V\times\mathbf p)}{4m^2}=\frac{\pi a}{2m^2}\delta^3(\mathbf r)+\frac{a}{2m^2}\frac{\mathbf L\cdot\mathbf S}{r^3}.$$

*Terms from the nucleus.* A spin-½ point nucleus has its own contact term, with $1/M^2$ for $1/m^2$. For a nucleus with an anomalous moment $\kappa$, such as the proton, "point" means here that the radius of the electric (Sachs) form factor is zero; if the radius of the Dirac form factor were set to zero instead, the term would carry a factor $1+2\kappa$, and the kHz figures for 1s below would change. The electron's moment also has energy $(e/m)\mathbf S\cdot\mathbf B$ in the field of the moving nucleus. The second part of $\mathbf A$ is a gradient and drops out of the curl, so $\mathbf B=\frac{Ze}{4\pi}\nabla\frac1r\times\mathbf v=\frac{Ze}{4\pi M}\frac{\mathbf L}{r^3}$. This adds $\frac{a}{mM}\mathbf L\cdot\mathbf S/r^3$.

Terms linear in the nuclear spin vanish when averaged over its orientations at fixed $j$, and that average is what I calculate. Their mixing of states with different $j$ is left out; its effect on the energy is of second order in $m/M$ for a heavy nucleus.

**Expectation values**

Measure length in $1/(\mu a)$. The radial function $R$ then obeys

$$R''=-\frac2rR'+\Big[\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^2}\Big]R .$$

The virial theorem gives $\langle r^{-1}\rangle=1/n^2$. Differentiating $-1/2n^2$ with respect to $l$ at fixed radial quantum number gives $1/n^3=(l+\frac12)\langle r^{-2}\rangle$. Hence

$$\langle r^{-2}\rangle=q\equiv\frac{1}{n^3(l+\frac12)} .$$

With $u=rR$ and $V_l=l(l+1)/2r^2-1/r$, multiply $u''=2(V_l+1/2n^2)u$ by $u'$ and integrate over $r$. The result is $\langle V_l'\rangle=\frac12u'(0)^2=\frac12R(0)^2$, that is,

$$q-l(l+1)\langle r^{-3}\rangle=\tfrac12R(0)^2 . \tag{2}$$

For $l=0$ this reads $R(0)^2=4/n^3$; for $l>0$, $R(0)=0$ and $\langle r^{-3}\rangle=q/[l(l+1)]$.

Since $p^2\psi=2(1/r-1/2n^2)\psi$,

$$\langle p^4\rangle=4\Big[\frac1{4n^4}-\frac1{n^4}+q\Big]=4q-\frac3{n^4}.$$

For $W$, moving one $\mathbf p$ to the left gives $\langle W\rangle=2\int R'^2r\,dr+l(l+1)\langle r^{-3}\rangle$. Integrate by parts, insert the radial equation, and use $\int RR'\,dr=-\frac12R(0)^2$:

$$\int R'^2r\,dr=-\int R\,(R'+rR'')\,dr=-\tfrac12R(0)^2-l(l+1)\langle r^{-3}\rangle+2q-\frac1{n^4}.$$

With (2) to eliminate $\langle r^{-3}\rangle$,

$$\langle W\rangle=3q-\tfrac12R(0)^2-\frac2{n^4}=3q-\frac{2\delta_{l0}}{n^3}-\frac2{n^4}.$$

**The sum**

Let $\rho=\mu^2/(mM)=\mu/(m+M)$. Squaring and cubing $\mu/m+\mu/M=1$ gives

$$\mu^2\Big(\frac1{m^2}+\frac1{M^2}\Big)=1-2\rho,\qquad \mu^3\Big(\frac1{m^3}+\frac1{M^3}\Big)=1-3\rho .$$

In units of $a^4$ the first-order energies are

- kinetic: $-\frac{\mu}{8}(1-3\rho)\big(4q-\frac{3}{n^4}\big)$
- magnetic: $-\frac{\mu\rho}{2}\big(3q-\frac{2\delta_{l0}}{n^3}-\frac{2}{n^4}\big)$
- contact: $\frac{\mu}{2n^3}(1-2\rho)\,\delta_{l0}$
- spin-orbit: $\mu\big(\frac{\mu^2}{2m^2}+\rho\big)X$, with $X=\langle\mathbf L\cdot\mathbf S\rangle\langle r^{-3}\rangle$ for $l>0$, and zero for $l=0$.

The $q$ terms give $-\frac{\mu}{2}q$, because $+\frac32\mu\rho q$ and $-\frac32\mu\rho q$ cancel.

For $l=0$, $q=2/n^3$. The $\delta_{l0}$ terms add $\frac{\mu\rho}{n^3}+\frac{\mu}{2n^3}(1-2\rho)=\frac{\mu}{2n^3}$, so the total is $-\frac{\mu}{2n^3}$. This is the second bracketed term of (1) with $k=1$.

For $l>0$, $\langle\mathbf L\cdot\mathbf S\rangle$ is $l/2$ when $j=l+\frac12$ and $-(l+1)/2$ when $j=l-\frac12$. Both cases give

$$X=\frac1{n^3}\Big[\frac1{l+\frac12}-\frac1{j+\frac12}\Big].$$

The prefactor is $\frac{\mu^2}{2m^2}+\rho=\frac12-\frac{\mu^2}{2M^2}$. Its first part, with $-\frac\mu2q$, gives $-\frac{\mu}{2n^3k}$, again as in (1). Its second part leaves $-\mu^3X/2M^2$.

So far the manuscript's formula survives to first order in $m/M$. The $1/n^4$ terms decide the matter:

$$\frac{\mu}{n^4}\Big[\frac38(1-3\rho)+\rho\Big]=\frac{\mu}{n^4}\Big[\frac38-\frac{\rho}{8}\Big].$$

The piece with $\rho$ is absent from (1). With $c$ restored, through order $(Z\alpha)^4$,

$$E=\mu c^2(f-1)-\frac{\mu^2c^2(Z\alpha)^4}{8n^4(m+M)}+(1-\delta_{l0})\frac{\mu^3c^2(Z\alpha)^4}{2M^2n^3}\Big[\frac1{j+\frac12}-\frac1{l+\frac12}\Big]. \tag{3}$$

Writing $M$ for $m+M$ in the second term is adequate to first order in $m/M$. If the nuclear contact term is dropped, $s$ levels move by $-\mu^3c^2(Z\alpha)^4/(2M^2n^3)$.

The extra shift has a simple reading. With $B=\mu c^2(Z\alpha)^2/2n^2$, the nonrelativistic binding energy, it equals $-B^2/[2(m+M)c^2]$. It vanishes for $M\to\infty$, and it depends on $n$ alone. Fine-structure intervals within one $n$ are therefore given by the manuscript's formula to first order in $m/M$; intervals between different $n$ are not.

**Size of the error in hydrogen**

Take $M/m=1836.153$ and $mc^2\alpha^4/h=350377$ MHz. For 1s, $\langle p^4\rangle=5$ and $\langle W\rangle=2$. Relative to the problem that the manuscript solves, the true kinetic term is higher by $\frac{15}{8}\mu\rho$, while the contact and magnetic terms each contribute $-\mu\rho$. As frequencies,

$$357.21-190.51-190.51=-23.81\ \text{MHz},$$

or $-9.85\times10^{-8}$ eV. The binding energy gives the same: $B/h=3.28805\times10^9$ MHz and $mc^2/h=1.23559\times10^{14}$ MHz, so

$$\frac{(3.28805\times10^9)^2}{2\times1837.153\times1.23559\times10^{14}}=23.81\ \text{MHz}.$$

For $n=2$ the shift is sixteen times smaller, $-1.49$ MHz. The manuscript's 1s–2s interval is therefore too small by 22.3 MHz from this cause. The last term of (3) is about $+2.2$ kHz for 2p$_{1/2}$ and $-1.1$ kHz for 2p$_{3/2}$. These two values are of second order in $m/M$, the same order as the mixing of different $j$ that was left out, so they are averages of diagonal energies and not the complete shifts of the 2p levels at that order. The nuclear contact term in 1s is 52 kHz.

The 1s level shows how misleading the substitution can be. Replacing $m$ by $\mu$ in its $\alpha^4$ energy, $-mc^2\alpha^4/8$, raises the level by 23.84 MHz, and the omitted shift lowers it by 23.81 MHz. With $x=m/M$, the true coefficient is

$$-\frac{\mu(1+\rho)}8=-\frac m8\,\frac{1+3x+x^2}{(1+x)^3}=-\frac m8\big(1-2x^2+\dots\big).$$

There is no term linear in $x$. For the $\alpha^4$ part of the 1s energy, the bare electron mass is right to within 26 kHz, whereas the reduced mass alone misses by 24 MHz. The leading $\alpha^2$ part still needs $\mu$. The cancellation is not general. From (1) and (3), the term linear in $x$ is $-xm\big[\frac{3}{8n^4}-\frac{1}{2n^3k}+\frac{1}{8n^4}\big]=\frac{xm}{2n^3}\big[\frac1k-\frac1n\big]$. It vanishes when $k=n$ (1s$_{1/2}$, 2p$_{3/2}$, 3d$_{5/2}$, …) and remains otherwise: for 2s the coefficient in (1) is $-5\mu/128$ and the extra one is $-\mu\rho/128$, which leaves $+xm/32$.

**Requested revision**

The formula $\mu c^2(f-1)$ should be presented as correct at order $(Z\alpha)^2$ and incomplete at order $(Z\alpha)^4$, and (3) should replace it. The manuscript should also say what (3) omits: radiative corrections, recoil of order $(Z\alpha)^5$ and higher, nuclear size, and hyperfine structure beyond the average defined above. When $M$ is comparable with $m$, the nuclear-spin terms are as large as the fine structure and mix states of different $j$; (3) is then an average of diagonal energies and not a list of levels. Digits of $\mu c^2(f-1)$ beyond the size of the missing shift have no meaning as a prediction for a moving nucleus. For the low-$l$ levels of hydrogen the limit is reached sooner. Relative to $mc^2\alpha^4$, radiative corrections are of order $\alpha\approx1/137$, times a logarithm for $s$ levels, and the recoil shift is of order $m/M\approx1/1836$. For 1s the two are about 8 GHz and 24 MHz, for 2p about 13 MHz and 1.5 MHz. For $l=n-1$ the radiative shift falls roughly as $1/n^5$ and the recoil shift as $1/n^4$, so from about $n=10$ on the recoil shift is the larger. The MHz and kHz figures above are sizes of individual terms, not the accuracy of (3).
